# Stress-free and clamped fourth-order anisotropy constants of a cubic ferromagnet: a numerical check

```python
# Result under test: for a cubic ferromagnet with all homogeneous strains relaxed,
#   K1_free - K1_clamped = B1^2/(c11-c12) - B2^2/(2 c44)
#                        = (9/4) [(c11-c12) lam100^2 - 2 c44 lam111^2].
# K1: coefficient of S = a1^2 a2^2 + a2^2 a3^2 + a3^2 a1^2 (a = direction cosines)
# B1, B2: magnetoelastic constants for normal strain and engineering shear
# c11, c12, c44: elastic constants; lam100, lam111: magnetostriction constants
# Clamped: cubic shape held fixed. Free: zero stress. Frozen: strain stays at the
# relaxed value belonging to one chosen magnetization direction.
import numpy as np
import sympy as sp
from scipy.constants import mu_0
from scipy.integrate import quad
from scipy.optimize import minimize


def quartic(a):
    return (a[0]*a[1])**2 + (a[1]*a[2])**2 + (a[2]*a[0])**2


def tensor_energy(strain6, a, K, B1, B2, c11, c12, c44):
    """Energy density from the strain tensor; strain6 = xx,yy,zz and shears yz,xz,xy."""
    xx, yy, zz, yz, xz, xy = strain6
    e = np.array([[xx, xy/2, xz/2], [xy/2, yy, yz/2], [xz/2, yz/2, zz]])
    d = np.diag(e)
    elastic = (0.5*c12*np.trace(e)**2 + c44*np.sum(e*e)
               + 0.5*(c11 - c12 - 2*c44)*np.sum(d*d))
    magnetoelastic = B2*(a @ e @ a) + (B1 - B2)*np.sum(d*a*a)
    return K*quartic(a) + magnetoelastic + elastic


def stiffness_matrix(c11, c12, c44):
    C = np.diag([c11 - c12]*3 + [c44]*3).astype(float)
    C[:3, :3] += c12
    return C


def coupling(a, B1, B2):
    return np.array([B1*a[0]**2, B1*a[1]**2, B1*a[2]**2,
                     B2*a[1]*a[2], B2*a[0]*a[2], B2*a[0]*a[1]])


def delta_formula(B1, B2, c11, c12, c44):
    return B1**2/(c11 - c12) - B2**2/(2*c44)


# Symbolic elimination of the six strains from the energy
b1, b2 = sp.symbols('b1 b2', real=True)
s11, s12, s44 = sp.symbols('s11 s12 s44', positive=True)
x, y = sp.symbols('x y', real=True)
z = sp.sqrt(1 - x**2 - y**2)
u = sp.symbols('u0:6', real=True)
energy = (b1*(u[0]*x**2 + u[1]*y**2 + u[2]*z**2)
          + b2*(u[3]*y*z + u[4]*x*z + u[5]*x*y)
          + s11*(u[0]**2 + u[1]**2 + u[2]**2)/2
          + s12*(u[0]*u[1] + u[1]*u[2] + u[2]*u[0])
          + s44*(u[3]**2 + u[4]**2 + u[5]**2)/2)
root = sp.solve([sp.diff(energy, v) for v in u], u, dict=True)[0]
S_sym = x**2*y**2 + (x**2 + y**2)*z**2
claimed = (-b1**2*(s11 + s12)/(2*(s11 - s12)*(s11 + 2*s12))
           + (b1**2/(s11 - s12) - b2**2/(2*s44))*S_sym)
assert sp.simplify(energy.subs(root) - claimed) == 0
claimed_xx = b1*s12/((s11 - s12)*(s11 + 2*s12)) - b1*x**2/(s11 - s12)
assert sp.simplify(root[u[0]] - claimed_xx) == 0
assert sp.simplify(root[u[5]] + b2*x*y/s44) == 0
assert sp.simplify(root[u[0]] + root[u[1]] + root[u[2]] + b1/(s11 + 2*s12)) == 0

# Example: round model parameters in SI units
c11, c12, c44 = 250e9, 150e9, 120e9
B1, B2 = 9e6, 10e6
K_free = -5000.0
Ms = 5.0e5
material = (B1, B2, c11, c12, c44)
delta = delta_formula(*material)
K_clamped = K_free - delta
C = stiffness_matrix(c11, c12, c44)

# Direct numerical minimization over strain, for random directions
rng = np.random.default_rng(4)
directions = rng.normal(size=(10, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
design = np.array([[1.0, quartic(a)] for a in directions])
ppm = 1e-6


def fitted_free_K(K, constants):
    values = []
    for a in directions:
        result = minimize(lambda w: tensor_energy(w*ppm, a, K, *constants),
                          np.zeros(6), method='BFGS')
        values.append(result.fun)
    values = np.array(values)
    coefficients = np.linalg.lstsq(design, values, rcond=None)[0]
    residual = np.max(np.abs(design @ coefficients - values))
    return coefficients[1], residual


K_minimized, fit_residual = fitted_free_K(K_clamped, material)
assert abs(K_minimized - K_free) < 0.01 and fit_residual < 0.01
negative_case = (-4e6, 8e6, 230e9, 130e9, 110e9)
K_other, residual_other = fitted_free_K(1000.0, negative_case)
assert abs(K_other - 1000.0 - delta_formula(*negative_case)) < 0.01
assert residual_other < 0.01 and K_other < 1000.0
isotropic_case = (8e6, 8e6, 260e9, 100e9, 80e9)
K_iso, residual_iso = fitted_free_K(0.0, isotropic_case)
assert abs(K_iso) < 0.01 and residual_iso < 0.01

# A preset isotropic strain leaves the clamped constant unchanged
preset = np.array([30, 30, 30, 0, 0, 0])*ppm
held = np.array([tensor_energy(preset, a, K_clamped, *material) for a in directions])
K_held = np.linalg.lstsq(design, held, rcond=None)[0][1]
assert abs(K_held - K_clamped) < 1e-5


def relaxed_strain(a):
    return np.linalg.solve(C, -coupling(a, B1, B2))


def extension(strain, n):
    return strain @ coupling(n, 1.0, 1.0)


axes = np.eye(3)
n100 = axes[0]
n110 = np.array([1.0, 1.0, 0.0])/np.sqrt(2)
n111 = np.ones(3)/np.sqrt(3)
# The mean over three cube axes equals the spherical mean for terms quadratic in a
mean_strain = np.mean([relaxed_strain(a) for a in axes], axis=0)
lam100 = extension(relaxed_strain(n100) - mean_strain, n100)
lam111 = extension(relaxed_strain(n111) - mean_strain, n111)
assert np.isclose(lam100, -2*B1/(3*(c11 - c12)), rtol=1e-10)
assert np.isclose(lam111, -B2/(3*c44), rtol=1e-10)
delta_lambda = 2.25*((c11 - c12)*lam100**2 - 2*c44*lam111**2)
assert np.isclose(delta_lambda, K_minimized - K_clamped, atol=0.01)

relaxation = {}
for name, a in (("[100]", n100), ("[110]", n110), ("[111]", n111)):
    relaxation[name] = tensor_energy(relaxed_strain(a), a, 0.0, *material)
    assert relaxation[name] < 0

# Rotational stiffness k about [111], energy rise = k * angle^2
frozen_strain = relaxed_strain(n111)


def curvature(strain_rule, tangent):
    h = 1e-3
    E = []
    for angle in (-h, 0.0, h):
        a = np.cos(angle)*n111 + np.sin(angle)*tangent
        E.append(tensor_energy(strain_rule(a), a, K_clamped, *material))
    return (E[0] + E[2] - 2*E[1])/(2*h*h)


k_clamped = -2*K_clamped/3
k_free = -2*K_free/3
k_frozen = k_clamped + B2**2/(2*c44)
for tangent in (np.array([1, -1, 0])/np.sqrt(2), np.array([1, 1, -2])/np.sqrt(6)):
    assert abs(curvature(lambda a: np.zeros(6), tangent) - k_clamped) < 0.1
    assert abs(curvature(relaxed_strain, tangent) - k_free) < 0.1
    assert abs(curvature(lambda a: frozen_strain, tangent) - k_frozen) < 0.1
gap = 2*B1**2/(3*(c11 - c12)) + B2**2/(6*c44)
assert np.isclose(k_frozen - k_free, gap, rtol=1e-9)

# Neglected: fourth-order magnetoelastic coupling, pure fourth-rank harmonics
ratio4 = 0.10


def relaxed_energy_with_fourth(a, ratio):
    squares = a*a
    normal = squares**2 - 6*squares/7 + 3/35
    shear = np.array([a[1]*a[2], a[0]*a[2], a[0]*a[1]])*(squares - 1/7)
    b = coupling(a, B1, B2) + ratio*np.concatenate([B1*normal, B2*shear])
    return -0.5*b @ np.linalg.solve(C, b)


def K1_from_two_axes(ratio):
    return 4*(relaxed_energy_with_fourth(n110, ratio)
              - relaxed_energy_with_fourth(n100, ratio))


assert np.isclose(K1_from_two_axes(0.0), delta, rtol=1e-9)
shift_plus = K1_from_two_axes(ratio4) - delta
shift_minus = K1_from_two_axes(-ratio4) - delta


# Neglected: demagnetizing energy of a sphere that deforms into an ellipsoid
def demagnetizing_factor(stretch):
    p, q = 1 - stretch/2, 1 + stretch
    integral = quad(lambda s: 1/((s + p*p)*(s + q*q)**1.5), 0, np.inf,
                    epsabs=1e-11, epsrel=1e-11)[0]
    return 0.5*p*p*q*integral


step = 0.01
slope = (demagnetizing_factor(step) - demagnetizing_factor(-step))/(2*step)
assert abs(slope + 0.4) < 1e-3
B_shape = 0.5*mu_0*Ms**2*slope
shift_shape = delta_formula(B1 + B_shape, B2 + B_shape, c11, c12, c44) - delta

# Neglected: nonlinear terms, with assumed factors of ten
largest_strain = max(np.max(np.abs(relaxed_strain(a))) for a in (n100, n110, n111))
nonlinear_elastic = 10*c11*largest_strain**3/6
quadratic_coupling = 10*B1*largest_strain**2
delta_hot = delta_formula(0.9*B1, B2, c11, c12, c44)

print(f"c11, c12, c44 = {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"B1, B2 = {B1/1e6:.1f}, {B2/1e6:.1f} MJ/m3")
print(f"saturation magnetization Ms = {Ms/1e3:.0f} kA/m")
print(f"stress-free K1 (input) = {K_free:.1f} J/m3")
print(f"normal-strain part B1^2/(c11-c12) = {B1**2/(c11-c12):.1f} J/m3")
print(f"shear part -B2^2/(2 c44) = {-B2**2/(2*c44):.1f} J/m3")
print(f"K1 free minus clamped, formula = {delta:.1f} J/m3 = {delta*10:.0f} erg/cm3")
print(f"same, direct strain minimization = {K_minimized-K_clamped:.1f} J/m3")
print(f"same, from magnetostriction = {delta_lambda:.1f} J/m3")
print(f"clamped K1 = {K_clamped:.1f} J/m3 = {K_clamped*10:.0f} erg/cm3")
print(f"difference / |stress-free K1| = {100*delta/abs(K_free):.1f} %")
print(f"lambda100 = {lam100*1e6:.1f} ppm")
print(f"lambda111 = {lam111*1e6:.1f} ppm")
e100, e111 = relaxed_strain(n100)*1e6, relaxed_strain(n111)*1e6
print(f"M along [100]: e_xx = {e100[0]:.1f} ppm, e_yy = e_zz = {e100[1]:.1f} ppm")
print(f"M along [111]: e_ii = {e111[0]:.1f} ppm, each shear = {e111[3]:.1f} ppm")
print(f"volume strain, every direction = {np.sum(e100[:3]):.1f} ppm")
for name, value in relaxation.items():
    print(f"relaxation energy, M along {name} = {value:.1f} J/m3")
for name, k in (("clamped", k_clamped), ("free", k_free), ("frozen", k_frozen)):
    print(f"[111] stiffness k, {name} = {k:.1f} J/m3; field 2k/Ms = {2e3*k/Ms:.2f} mT")
print(f"frozen minus free stiffness = {k_frozen-k_free:.1f} J/m3")
print(f"frozen / free stiffness = {k_frozen/k_free:.3f}")
print(f"test case with negative difference: {K_other-1000.0:.1f} J/m3")
print("Neglected effects (shifts of the K1 difference unless stated):")
print(f"fourth-order coupling, ratio +{ratio4:.2f}: {shift_plus:+.1f} J/m3")
print(f"fourth-order coupling, ratio -{ratio4:.2f}: {shift_minus:+.1f} J/m3")
print(f"slope of sphere demagnetizing factor with strain = {slope:.3f}")
print(f"shape contribution to B1 and B2 = {B_shape/1e6:.4f} MJ/m3")
print(f"shape effect of a sphere: {shift_shape:+.1f} J/m3")
print(f"largest strain component = {largest_strain*1e6:.1f} ppm")
print(f"third-order elastic energy (constant 10 c11) = {nonlinear_elastic:.2f} J/m3")
print(f"coupling quadratic in strain (constant 10 B1) = {quadratic_coupling:.2f} J/m3")
print(f"K1 difference if B1 alone falls by 10 % = {delta_hot:.1f} J/m3")
print(f"relative change for that fall = {100*(delta_hot/delta-1):.1f} %")
print("done: every assertion held")
```

Output:

```
c11, c12, c44 = 250, 150, 120 GPa
B1, B2 = 9.0, 10.0 MJ/m3
saturation magnetization Ms = 500 kA/m
stress-free K1 (input) = -5000.0 J/m3
normal-strain part B1^2/(c11-c12) = 810.0 J/m3
shear part -B2^2/(2 c44) = -416.7 J/m3
K1 free minus clamped, formula = 393.3 J/m3 = 3933 erg/cm3
same, direct strain minimization = 393.3 J/m3
same, from magnetostriction = 393.3 J/m3
clamped K1 = -5393.3 J/m3 = -53933 erg/cm3
difference / |stress-free K1| = 7.9 %
lambda100 = -60.0 ppm
lambda111 = -27.8 ppm
M along [100]: e_xx = -65.5 ppm, e_yy = e_zz = 24.5 ppm
M along [111]: e_ii = -5.5 ppm, each shear = -27.8 ppm
volume strain, every direction = -16.4 ppm
relaxation energy, M along [100] = -294.5 J/m3
relaxation energy, M along [110] = -196.2 J/m3
relaxation energy, M along [111] = -163.4 J/m3
[111] stiffness k, clamped = 3595.6 J/m3; field 2k/Ms = 14.38 mT
[111] stiffness k, free = 3333.3 J/m3; field 2k/Ms = 13.33 mT
[111] stiffness k, frozen = 4012.2 J/m3; field 2k/Ms = 16.05 mT
frozen minus free stiffness = 678.9 J/m3
frozen / free stiffness = 1.204
test case with negative difference: -130.9 J/m3
Neglected effects (shifts of the K1 difference unless stated):
fourth-order coupling, ratio +0.10: +71.8 J/m3
fourth-order coupling, ratio -0.10: -71.9 J/m3
slope of sphere demagnetizing factor with strain = -0.400
shape contribution to B1 and B2 = -0.0628 MJ/m3
shape effect of a sphere: -6.1 J/m3
largest strain component = 65.5 ppm
third-order elastic energy (constant 10 c11) = 0.12 J/m3
coupling quadratic in strain (constant 10 B1) = 0.39 J/m3
K1 difference if B1 alone falls by 10 % = 239.4 J/m3
relative change for that fall = -39.1 %
done: every assertion held
```
